How XY and CPMG Pulse Trains Accumulate Amplitude and Detuning Errors

**Question.** A train of π pulses refocuses the dephasing of a spin 1/2 in a static field offset. If every pulse is about the x axis (CPMG), imperfect pulses spare the x component of the spin but spoil the y component. If the pulse axes alternate between x and y (XY4, XY8), both components survive well. Each pulse is as faulty as before, so what does the alternation change, and how large is the error that remains?

**Answer.** A faulty pulse is an ideal pulse combined with a small unwanted rotation. The ideal pulses that come earlier turn the axis of that small rotation, as seen from the start of the train. What matters is whether the turned axes add up or cancel.

**The model**

Set ħ = 1 and work in the rotating frame. Between pulses the Hamiltonian is Δ S_z. During a pulse about axis φ (x or y) it is

H = Δ S_z + Ω(1+ε) S_φ, for a time π/Ω.

The detuning Δ and the fractional amplitude fault ε are constant throughout the train. Pulses are separated by gaps τ, with half gaps at the two ends. Define

a = πε, d = Δ/Ω, g = Ωτ.

The train is thus a chain of blocks: half gap, pulse, half gap. I first assume that a, d and Δτ = dg are all small.

Split off the ideal pulses, U = U₀Ũ. The error propagator Ũ is then driven by U₀†(H − H₀)U₀ = h(t)·S. Expanding it to second order gives

Ũ = 1 − i∫h·S dt − ∫∫_{t₁>t₂} (h₁·S)(h₂·S) dt₁dt₂.

Compare this with exp(−iE·S) = 1 − iE·S − ½(E·S)². The first order gives E₁ = ∫h dt. Moving ½(E₁·S)² to the other side turns the ordered product into −½∫∫[h₁·S, h₂·S]. Since [u·S, v·S] = i(u×v)·S,

E₂ = ½∫∫_{t₁>t₂} h₁×h₂ dt₁dt₂ = ½∫ h×J dt, J(t) = ∫₀ᵗ h dt′.

This is the average-Hamiltonian expansion: E divided by the cycle time is the mean error field.

**The error of one block**

Take an x pulse and measure time as θ = Ωt, counted from the start of the pulse. Since e^{iθS_x} S_z e^{−iθS_x} = S_z cos θ + S_y sin θ, the error field is

- first half gap: h = (0, 0, d)
- pulse: h = (ε, d sin θ, d cos θ)
- second half gap: h = (0, 0, −d)

The gaps cancel, and the pulse integrates to E₁ = (a, 2d, 0). For the second order, the first half gap gives nothing, because h and J are parallel there. In the pulse,

J = (εθ, d(1−cos θ), d(g/2+sin θ)),

(h×J)_x = d²[1 + (g/2) sin θ − cos θ], with integral d²(π+g),
(h×J)_y = εd[θ cos θ − g/2 − sin θ], with integral −εd(4+πg/2),
(h×J)_z = εd[1 − cos θ − θ sin θ], with integral εd(π−π) = 0.

In the last half gap J_x = a and J_y = 2d, so h×J = (2d², −ad, 0). Over the length g/2 this gives (d²g, −adg/2, 0). Adding the parts and halving, the block error is a vector (p, q, 0) with

p = a + d²(π/2 + g), q = 2d − εd(2 + πg/2).

For a y pulse, turn everything by 90° about z: the block error is (−q, p, 0).

**Adding the blocks**

Let F_k be the error of block k after the earlier ideal pulses have acted on it. An ideal x pulse reverses y and z; an ideal y pulse reverses x and z. The same expansion, now for a product of rotations, gives

E = Σ F_k + ½ Σ_{j>k} F_j×F_k.

For CPMG, F₁ = (p, q, 0) and F₂ = (p, −q, 0). The y parts cancel and the x parts add. The cross product is ½F₂×F₁ = pq z. To second order,

E(CPMG) = (2a + d²(π+2g), 0, 2ad).

For XY4, the order is x, y, x, y. The second block error (−q, p, 0) is seen through one x pulse, so F₂ = (−q, −p, 0). After an x and a y pulse the frame has made a half turn about z, so F₃ = −F₁ and F₄ = −F₂. The sum vanishes. Of the cross products,

F₂×F₁ = (p²−q²) z,
F₃×(F₁+F₂) = −F₁×F₂ = (p²−q²) z,
F₄×(F₁+F₂+F₃) = −F₂×F₂ = 0.

Half their sum is p²−q², and at second order p = a, q = 2d:

E(XY4) = (0, 0, a² − 4d²).

This is the mechanism. In CPMG the amplitude error lies along the pulse axis, which the pulses never turn, so it grows linearly with the number of pulses. The x component is parallel to it and does not notice; y and z revolve around it. In XY4 each x error is later met by its opposite, and likewise each y error. What remains is the failure of small rotations to commute, a second-order turn about z that x and y share.

Detuning alone is different: at small Δτ it leaves no first-order error in either train.

XY8 follows XYXY with YXYX. In the second half F₅ = (−q, p, 0) and F₆ = (−p, q, 0), with F₇ = −F₅ and F₈ = −F₆. Its cross term is F₆×F₅ = (q²−p²) z, opposite to that of the first half. Each half has zero vector sum, so no cross term links them, and E vanishes through second order. In a numerical test at small faults, halving both faults reduced the remainder beyond second order by a factor between 7 and 9 in all three trains, as a third-order remainder should.

**Long gaps and the XY8 remainder**

The limit of small Δτ can be lifted by multiplying out the block. With θ_p = π√((1+ε)²+d²) and n_z = d/√((1+ε)²+d²), it is B_x = c − i(s_xσ_x + s_zσ_z), where

c = cos(Δτ/2) cos(θ_p/2) − n_z sin(Δτ/2) sin(θ_p/2),
s_z = n_z cos(Δτ/2) sin(θ_p/2) + sin(Δτ/2) cos(θ_p/2),

and s_x² = 1 − c² − s_z². There is no σ_y part because e^{−iασ_z}σ_x e^{−iασ_z} = σ_x. For small a and d, cos(θ_p/2) ≈ −a/2, so

c ≈ −(a/2) cos(Δτ/2) − d sin(Δτ/2),
s_z ≈ d cos(Δτ/2) − (a/2) sin(Δτ/2).

CPMG is B_x² = 2c²−1 − 2ic(s_xσ_x + s_zσ_z). Up to a sign this is a small rotation with E ≈ −4c(1, 0, s_z), so

E_x(CPMG) ≈ 2a cos(Δτ/2) + 4d sin(Δτ/2).

With long gaps, detuning therefore enters the CPMG error already at first order.

For XY4, multiply B_y = c − i(s_xσ_y + s_zσ_z) by B_x:

B_yB_x = w − iv·σ, w = c² − s_z²,
v = (s_x(c+s_z), s_x(c+s_z), 2cs_z − s_x²).

Since |v|² = 1−w², the square is 2w²−1 − 2iw v·σ. Up to a sign this is a rotation by 4 arcsin|w|, and v_z ≈ −1 gives

E_z(XY4) ≈ 4w ≈ (a²−4d²) cos Δτ + 4ad sin Δτ,

which is still of second order.

In the second half of XY8 the factors are exchanged. This reverses the cross-product part of v: v′ = (s_x(c−s_z), s_x(c−s_z), 2cs_z + s_x²). To leading order the two halves multiply to 1 + 2iw(v+v′)·σ, hence

E(XY8) ≈ −4w(v+v′) ≈ −8cw(1, 1, 2s_z).

For amplitude faults alone, c ≈ −a/2 and w ≈ a²/4, so this is a³(1, 1, 0).

**A worked case**

Take round model parameters: Ω = 4×10⁻⁸ eV, ε = 0.02, Δ = 4×10⁻¹⁰ eV and τ = 4×10⁸ ħ/eV. Then a = 0.0628, d = 0.01, g = 16 and Δτ = 0.16.

For CPMG the expansion gives

E_x = 2(0.06283) + 10⁻⁴(π + 32) = 0.1257 + 0.0035 = 0.1292 rad,

against 0.1287 from the full propagator. For XY4,

E_z = 0.06283² − 4×10⁻⁴ = 0.00355 rad,

against 0.00393. The second-order value is about 10% low because Δτ is not very small. The block values c = −0.03217 and s_z = 0.00725 repair this: 4(c²−s_z²) = 0.00393. The XY8 error is about 0.00025 rad along each of x and y.

Divided by the cycle time, the mean error energies are 1.34×10⁻¹⁰ eV (32.5 kHz) for CPMG, 2.05×10⁻¹² eV (0.50 kHz) for XY4 and 9.3×10⁻¹⁴ eV (0.023 kHz) for XY8.

After 40 pulses, CPMG has turned y by 20 × 0.1287 = 2.57 rad, so its signal is cos 2.57 = −0.84, while x keeps 0.9999. XY4 has turned both by 10 × 0.00393 = 0.039 rad, and both keep 0.9992. After 400 pulses XY4 is down to 0.924 in both, and XY8 still holds 0.9999.

So XY4 delays the loss without abolishing it, and for a spin known to lie along x, CPMG does better than XY4 at both of these train lengths. The CPMG rotation axis lies in the xz plane, tilted from x with z component n = s_z/√(1−c²) = 0.007255. After a total turn ψ,

x signal = 1 − n²(1−cos ψ) ≥ 1 − 2n² = 0.9999,

however long the train.

High CPMG y signals in the numerical output can mislead. With the amplitude fault alone, the CPMG y signal is 1.000 after 400 pulses. The accumulated angle is 400 × 0.02π = 8π, four full turns, so this is a revival and not protection. The 0.821 found with both faults after 400 pulses is a partial revival of the same kind: the angle is 200 × 0.1287 = 25.7 rad, about 4.1 turns.

**Many spins**

A spread of amplitudes removes such revivals once the accumulated angles differ by several radians from spin to spin. Let ε be Gaussian with mean zero and standard deviation σ, and set Δ = 0. After N pulses CPMG has turned y by Nπε, and the average is

⟨cos(Nπε)⟩ = exp(−N²π²σ²/2).

XY4 has turned both components by (N/4)π²ε². The Gaussian integral ⟨exp(ikε²)⟩ = (1−2ikσ²)^(−1/2) with k = Nπ²/4 gives, at leading order in the error angle,

signal = Re(1 − iNπ²σ²/2)^(−1/2).

For σ = 0.01 and 40 pulses, the CPMG exponent is −(0.4π)²/2 = −0.79 and y falls to 0.454, while XY4 keeps 0.99985 in both components. At 400 pulses the CPMG y signal is zero to the printed digits and XY4 keeps 0.986. The CPMG loss sets in at N ≈ 1/(πσ) ≈ 32 pulses, the XY4 loss at N ≈ 2/(π²σ²) ≈ 2000.

**Where this fails**

The first-order cancellation in XY4 pairs the two x pulses of a cycle with each other, and likewise the two y pulses. It is complete when the faults are the same within each pair, even if the x and y pulses have different amplitude faults. If ε drifts slowly, by δ per pulse, the common part still cancels, but each XY4 cycle leaves a first-order error of size 2πδ along both x and y, and these add from cycle to cycle. For ε rising linearly from 0.001 to 0.003 over 40 pulses at Δ = 0, XY4 ends with 4.6×10⁻³ rad: far below the 0.25 rad of CPMG, but more than ten times the 3.9×10⁻⁴ rad of a constant ε = 0.002. The mirrored second half of XY8 cancels a linear drift at first order. If they are independent from pulse to pulse, with zero mean, the alternation brings no cancellation on average: the first-order errors add as in a random walk, in XY4 as in CPMG. Errors in the pulse phases, switching transients, relaxation and fast noise are outside this model. If a or d is not small, the expansion fails, but the block products above still hold for static faults.

Numbers as computed

```
Rabi energy Omega = 4.000e-08 eV
amplitude fault eps = 0.020
detuning Delta = 4.000e-10 eV
gap tau = 4.000e+08 hbar/eV = 0.2633 us
pulse length = 7.8540e+07 hbar/eV
a = 0.062832 rad, d = 0.0100, g = 16.000
Delta*tau = 0.1600 rad
block: c = -0.032170, s_z = 0.007251
CPMG first order E (x y z) = 0.1256637 0.0000000 0.0000000 rad
CPMG second order E (x y z) = 0.0035142 0.0000000 0.0012566 rad
CPMG exact E (x y z) = 0.1286991 0.0000000 0.0009337 rad
CPMG mean error energy = 1.3447e-10 eV = 32.5157 kHz
XY4 first order E (x y z) = 0.0000000 0.0000000 0.0000000 rad
XY4 second order E (x y z) = 0.0000000 0.0000000 0.0035478 rad
XY4 exact E (x y z) = 0.0000979 0.0000979 0.0039269 rad
XY4 mean error energy = 2.0528e-12 eV = 0.4964 kHz
XY8 first order E (x y z) = 0.0000000 0.0000000 0.0000000 rad
XY8 second order E (x y z) = 0.0000000 0.0000000 0.0000000 rad
XY8 exact E (x y z) = 0.0002532 0.0002522 0.0000037 rad
XY8 mean error energy = 9.3346e-14 eV = 0.0226 kHz
XY8 third-order formula E (x y z) = 0.0002528 0.0002528 0.0000037 rad
amplitude only, 40 pulses, CPMG: x = 1.00000, y = -0.80902
amplitude only, 40 pulses, XY4: x = 0.99922, y = 0.99922
amplitude only, 40 pulses, XY8: x = 1.00000, y = 1.00000
amplitude only, 400 pulses, CPMG: x = 1.00000, y = 1.00000
amplitude only, 400 pulses, XY4: x = 0.92321, y = 0.92321
amplitude only, 400 pulses, XY8: x = 0.99992, y = 0.99992
detuning only, 40 pulses, CPMG: x = 1.00000, y = 0.99754
detuning only, 40 pulses, XY4: x = 0.99999, y = 0.99999
detuning only, 40 pulses, XY8: x = 1.00000, y = 1.00000
detuning only, 400 pulses, CPMG: x = 0.99998, y = 0.76361
detuning only, 400 pulses, XY4: x = 0.99922, y = 0.99922
detuning only, 400 pulses, XY8: x = 1.00000, y = 1.00000
both faults, 40 pulses, CPMG: x = 0.99990, y = -0.84322
both faults, 40 pulses, XY4: x = 0.99923, y = 0.99923
both faults, 40 pulses, XY8: x = 1.00000, y = 1.00000
both faults, 400 pulses, CPMG: x = 0.99999, y = 0.82093
both faults, 400 pulses, XY4: x = 0.92384, y = 0.92384
both faults, 400 pulses, XY8: x = 0.99992, y = 0.99992
CPMG axis tilt n = 0.007255, x bound = 0.999895
CPMG minimum to 4000 pulses: x = 0.999895, y = -1.000000
amplitude spread sigma = 0.010
spread average, 40 pulses, CPMG: x = 1.00000, y = 0.45404
spread average, 40 pulses, XY4: x = 0.99985, y = 0.99985
spread average, 400 pulses, CPMG: x = 1.00000, y = 0.00000
spread average, 400 pulses, XY4: x = 0.98582, y = 0.98582
```
